# Collisional Planar Sheath Law for Ions Limited by Charge Exchange: verification in Python

```python
"""
Result under test: the collisional planar sheath law for positive ions that
undergo charge exchange at a constant mean free path lambda,
    J = (2/3)(5/3)^(3/2) eps0 sqrt(2 e lambda/(pi M)) V^(3/2) / s^(5/2),
valid for lambda << s, no electrons in the sheath, zero field at its edge.
J: ion current density, V: sheath voltage, s: sheath thickness, M: ion mass,
e: elementary charge, eps0: vacuum permittivity.

Kinetic check: xi = x/lambda, potential drop = potential_unit * f(xi), with
potential_unit^(3/2) = (J/eps0) sqrt(M/(2e)) lambda^2. New ions start at rest,
and the density sums 1/speed over all birth places, without a local drift law.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

e, eps0, k_B = const.e, const.epsilon_0, const.k


def law_current(voltage, thickness, mfp, mass):
    mobility_factor = np.sqrt(2 * e * mfp / (np.pi * mass))
    return (2 / 3) * (5 / 3)**1.5 * eps0 * mobility_factor \
        * voltage**1.5 / thickness**2.5


def simulate_drift(n_ions=20000, n_steps=3000, dt=0.01):
    """Uniform field, units with acceleration = mean free path = 1.
    Collisions occur at the rate speed/mfp; returns <v> and <v^2>."""
    rng = np.random.default_rng(7)
    v = np.zeros(n_ions)
    sum_v = sum_v2 = 0.0
    samples = 0
    for step in range(n_steps):
        hit = rng.random(n_ions) < -np.expm1(-(v + 0.5 * dt) * dt)
        v += dt
        v[hit] = dt * rng.random(np.count_nonzero(hit))
        if step >= n_steps // 3:
            sum_v += v.mean()
            sum_v2 += np.mean(v * v)
            samples += 1
    return sum_v / samples, sum_v2 / samples


def kinetic_sheath(length, n_grid, edge_field=0.0, entry_energy=0.0,
                   electron_temp=None):
    """Solve the nonlocal Poisson problem on 0 < xi < length.
    Grid variable q = xi^(1/3); free path = t^2 removes the singularity.
    Returns potential f(xi), field f'(xi), and the lowest net charge."""
    q = np.linspace(0, np.cbrt(length), n_grid + 1)
    xi = q**3
    x_gl, w_gl = np.polynomial.legendre.leggauss(48)
    half = 0.5 * np.minimum(np.sqrt(xi[1:]), 6.0)[:, None]
    t = half * (x_gl + 1)
    weight = half * w_gl * 2 * t * np.exp(-t * t)
    q_birth = np.cbrt(np.maximum(xi[1:, None] - t * t, 0))
    f = edge_field * xi + (9 / 4)**(2 / 3) * xi**(4 / 3)
    # limit of q^2 * charge at the edge: nonzero only for a cold start
    edge_value = (4 / 9)**(1 / 3) if entry_energy == 0 else 0.0
    change = np.inf
    for _ in range(500):
        ratio = CubicSpline(q, np.r_[edge_field, f[1:] / xi[1:]])
        drop = f[1:, None] - q_birth**3 * ratio(q_birth)
        charge = np.exp(-xi[1:]) / np.sqrt(f[1:] + entry_energy)
        charge = charge + np.sum(weight / np.sqrt(drop), axis=1)
        if electron_temp is not None:
            charge = charge - np.exp(-f[1:] / electron_temp) \
                / np.sqrt(entry_energy)
        lowest = charge.min()
        charge = np.maximum(charge, 0)
        source = np.r_[edge_value, q[1:]**2 * charge]
        field = edge_field + 3 * CubicSpline(q, source).antiderivative()(q)
        new = CubicSpline(q, 3 * q**2 * field).antiderivative()(q)
        change = np.max(np.abs(new[1:] / f[1:] - 1))
        f[1:] = f[1:]**(1 / 3) * new[1:]**(2 / 3)
        if change < 1e-8:
            break
    assert change < 1e-8, "kinetic iteration did not converge"
    ratio = CubicSpline(q, np.r_[edge_field, f[1:] / xi[1:]])
    field_spline = CubicSpline(q, field)
    return (lambda z: z * ratio(np.cbrt(z)),
            lambda z: field_spline(np.cbrt(z)), lowest)


# ---- drift speed and velocity spread from random collisions
mean_v, mean_v2 = simulate_drift()
assert abs(mean_v / np.sqrt(2 / np.pi) - 1) < 0.007
assert abs(mean_v2 - 1) < 0.015

# ---- example inputs (round model parameters)
mass = 40 * const.atomic_mass
pressure_mTorr, gas_temp = 50.0, 300.0
sigma_cm2 = 5e-15
voltage, thickness = 1000.0, 0.015
gas_density = pressure_mTorr * 1e-3 * const.torr / (k_B * gas_temp)
mfp = 1 / (gas_density * sigma_cm2 * 1e-4)
depth = thickness / mfp
J = law_current(voltage, thickness, mfp, mass)
wall_field = 5 * voltage / (3 * thickness)
drift_factor = np.sqrt(2 * e * mfp / (np.pi * mass))
wall_speed = drift_factor * np.sqrt(wall_field)
transit = 1.5 * thickness / wall_speed


# ---- direct integration of the local equations at the predicted current
def local_rhs(x, y):
    speed = drift_factor * np.sqrt(y[0])
    return [J / (eps0 * speed), y[0], 1 / speed]


local = solve_ivp(local_rhs, (0, thickness), [1.0, 0.0, 0.0],
                  rtol=1e-9, atol=1e-12)
assert local.success
field_num, voltage_num, transit_num = local.y[:, -1]
assert abs(voltage_num / voltage - 1) < 1e-4
assert abs(field_num / wall_field - 1) < 1e-4
assert abs(transit_num / transit - 1) < 1e-3

# ---- nonlocal kinetic solution, independent of the drift law
f, f_prime, _ = kinetic_sheath(320.0, 400)
f_coarse, _, _ = kinetic_sheath(320.0, 200)


def kinetic_current(voltage_, thickness_, mfp_, potential=f):
    return eps0 * np.sqrt(2 * e / mass) * voltage_**1.5 \
        / (mfp_**2 * potential(thickness_ / mfp_)**1.5)


def current_ratio(z):
    return kinetic_current(voltage, z * mfp, mfp) \
        / law_current(voltage, z * mfp, mfp, mass)


def exponents(z):
    """Local powers of s and lambda in the kinetic current."""
    slope = z * f_prime(z) / f(z)
    return -1.5 * slope, -2 + 1.5 * slope


def impact_fraction(z):
    """Mean ion energy at the electrode divided by e times the voltage."""
    collided = quad(lambda y: np.exp(-y) * (f(z) - f(z - y)),
                    0, min(z, 40.0), limit=200)[0]
    return (collided + np.exp(-z) * f(z)) / f(z)


def edge_sum(z):
    return (2 / 3) * f_prime(z)**1.5 / np.sqrt(np.pi) - z


assert abs(current_ratio(300) - 1) < 0.02
assert abs(current_ratio(300) - 1) < abs(current_ratio(30) - 1) / 3
assert abs(exponents(300)[0] + 2.5) < 0.02
assert abs(exponents(300)[1] - 0.5) < 0.02
assert abs(impact_fraction(300) / (5 / (3 * 300)) - 1) < 0.01
# logarithmic growth of the first correction, then its effect on J
assert abs(edge_sum(300) - edge_sum(60) - np.log(5) / 12) < 0.02
C_edge = edge_sum(300) - np.log(300) / 12


def first_correction(z):
    return -2.5 / z * (np.log(z) / 12 + C_edge - 1 / 8)


assert abs(current_ratio(100) - 1 - first_correction(100)) < 2e-3


# collisionless limit
def child_current(thickness_):
    return 4 / 9 * eps0 * np.sqrt(2 * e / mass) * voltage**1.5 / thickness_**2


child_ratio = kinetic_current(voltage, 0.01 * mfp, mfp) \
    / child_current(0.01 * mfp)
assert abs(child_ratio - 1) < 0.02
J_kin = kinetic_current(voltage, thickness, mfp)
grid_shift = kinetic_current(voltage, thickness, mfp, f_coarse) / J_kin - 1
assert abs(grid_shift) < 1e-3

# ---- plasma edge: entry speed, edge field and Boltzmann electrons, J fixed
T_e = 3.0
bohm_speed = np.sqrt(e * T_e / mass)
edge_density = J / (e * bohm_speed)
debye = np.sqrt(eps0 * T_e / (e * edge_density))
potential_unit = (J / eps0 * np.sqrt(mass / (2 * e)) * mfp**2)**(2 / 3)
target = voltage / potential_unit
s_cold = mfp * brentq(lambda z: f(z) - target, 1, 100)
s_edge = []
for start_field in (T_e / debye, T_e / mfp):
    g, _, lowest = kinetic_sheath(
        2 * depth, 400, start_field * mfp / potential_unit,
        T_e / (2 * potential_unit), T_e / potential_unit)
    assert lowest > -1e-3
    s_edge.append(mfp * brentq(lambda z: g(z) - target, 1, 1.99 * depth))

# ---- other neglected effects, from rough inputs
J_low_sigma = law_current(voltage, thickness, mfp / 0.8, mass)
J_warm = law_current(voltage, thickness, mfp * 400 / gas_temp, mass)
gamma_se, sigma_ion_cm2 = 0.1, 2e-16
ionizations = gas_density * sigma_ion_cm2 * 1e-4 * thickness
breakdown = gamma_se * np.expm1(ionizations)

to_mA_cm2 = 0.1
print(f"simulated drift / sqrt(e E lambda/M) = {mean_v:.4f}")
print(f"predicted sqrt(2/pi) = {np.sqrt(2 / np.pi):.4f}")
print(f"simulated <v^2>/(e E lambda/M) = {mean_v2:.4f}")
print(f"law prefactor (2/3)(5/3)^(3/2) = {(2 / 3) * (5 / 3)**1.5:.4f}")
print(f"ion mass = {mass / const.atomic_mass:.0f} u = {mass:.4e} kg")
print(f"gas pressure = {pressure_mTorr:.0f} mTorr, at {gas_temp:.0f} K")
print(f"gas density = {gas_density * 1e-6:.3e} cm^-3")
print(f"charge-exchange cross section = {sigma_cm2:.1e} cm2")
print(f"mean free path lambda = {mfp * 1e3:.3f} mm")
print(f"voltage V = {voltage:.0f} V, thickness s = {thickness * 1e3:.1f} mm")
print(f"s/lambda = {depth:.2f}")
print(f"sqrt(2 e lambda/(pi M)) = {drift_factor:.2f} m^(3/2) V^(-1/2) s^-1")
print(f"J, collisional law = {J:.4f} A/m2 = {J * to_mA_cm2:.5f} mA/cm2")
print(f"ion flux, law = {J / e * 1e-4:.3e} cm^-2 s^-1")
print(f"J, kinetic solution = {J_kin * to_mA_cm2:.5f} mA/cm2")
print(f"J, collisionless law = "
      f"{child_current(thickness) * to_mA_cm2:.5f} mA/cm2")
print(f"kinetic J shift, 200 against 400 cells = {grid_shift:.1e}")
print(f"wall field, law = {wall_field * 1e-5:.3f} kV/cm")
print(f"wall drift speed, law = {wall_speed * 1e-3:.2f} km/s")
print(f"ion transit time, law = {transit * 1e6:.3f} us")
print(f"V from direct local integration = {voltage_num:.3f} V")
print(f"mean impact energy, local = {wall_field * mfp:.1f} eV")
print(f"mean impact energy, kinetic = {impact_fraction(depth) * voltage:.1f} eV")
print(f"fraction crossing without collision = {np.exp(-depth):.2e}")
for z in (1, 3, 10, 30, 100, 300):
    p_s, p_l = exponents(z)
    print(f"s/lambda={z}: J_kin/J_law={current_ratio(z):.4f}, "
          f"power of s={p_s:.3f}, of lambda={p_l:.3f}")
print(f"edge constant C = {C_edge:.3f}")
print(f"first correction to J, example = {100 * first_correction(depth):.2f} %")
print(f"kinetic correction, example = {100 * (J_kin / J - 1):.2f} %")
print(f"kinetic/collisionless J at s/lambda=0.01 = {child_ratio:.4f}")
print(f"electron temperature, rough = {T_e:.1f} eV")
print(f"edge density = {edge_density * 1e-6:.2e} cm^-3")
print(f"edge Debye length = {debye * 1e3:.3f} mm")
print(f"s at law J, kinetic cold edge = {s_cold * 1e3:.2f} mm")
print(f"s with electrons, edge field Te/Debye = {s_edge[0] * 1e3:.2f} mm")
print(f"s with electrons, edge field Te/lambda = {s_edge[1] * 1e3:.2f} mm")
print(f"J change, cross section 20 % lower = {100 * (J_low_sigma / J - 1):.1f} %")
print(f"J change, gas at 400 K, same pressure = {100 * (J_warm / J - 1):.1f} %")
print(f"secondary electron yield, rough = {gamma_se:.2f}")
print(f"ionization cross section, rough = {sigma_ion_cm2:.1e} cm2")
print(f"ionizations per secondary electron = {ionizations:.3f}")
print(f"breakdown measure (1 = breakdown) = {breakdown:.3f}")
print("verified")
```

It prints:

```
simulated drift / sqrt(e E lambda/M) = 0.7970
predicted sqrt(2/pi) = 0.7979
simulated <v^2>/(e E lambda/M) = 0.9977
law prefactor (2/3)(5/3)^(3/2) = 1.4344
ion mass = 40 u = 6.6422e-26 kg
gas pressure = 50 mTorr, at 300 K
gas density = 1.609e+15 cm^-3
charge-exchange cross section = 5.0e-15 cm2
mean free path lambda = 1.243 mm
voltage V = 1000 V, thickness s = 15.0 mm
s/lambda = 12.07
sqrt(2 e lambda/(pi M)) = 43.68 m^(3/2) V^(-1/2) s^-1
J, collisional law = 0.6367 A/m2 = 0.06367 mA/cm2
ion flux, law = 3.974e+14 cm^-2 s^-1
J, kinetic solution = 0.05555 mA/cm2
J, collisionless law = 0.12148 mA/cm2
kinetic J shift, 200 against 400 cells = 1.2e-07
wall field, law = 1.111 kV/cm
wall drift speed, law = 14.56 km/s
ion transit time, law = 1.545 us
V from direct local integration = 1000.000 V
mean impact energy, local = 138.1 eV
mean impact energy, kinetic = 124.9 eV
fraction crossing without collision = 5.73e-06
s/lambda=1: J_kin/J_law=0.4782, power of s=-2.121, of lambda=0.121
s/lambda=3: J_kin/J_law=0.6805, power of s=-2.243, of lambda=0.243
s/lambda=10: J_kin/J_law=0.8533, power of s=-2.374, of lambda=0.374
s/lambda=30: J_kin/J_law=0.9381, power of s=-2.445, of lambda=0.445
s/lambda=100: J_kin/J_law=0.9780, power of s=-2.480, of lambda=0.480
s/lambda=300: J_kin/J_law=0.9918, power of s=-2.492, of lambda=0.492
edge constant C = 0.652
first correction to J, example = -15.21 %
kinetic correction, example = -12.76 %
kinetic/collisionless J at s/lambda=0.01 = 0.9984
electron temperature, rough = 3.0 eV
edge density = 1.48e+09 cm^-3
edge Debye length = 0.335 mm
s at law J, kinetic cold edge = 14.17 mm
s with electrons, edge field Te/Debye = 14.65 mm
s with electrons, edge field Te/lambda = 15.08 mm
J change, cross section 20 % lower = 11.8 %
J change, gas at 400 K, same pressure = 15.5 %
secondary electron yield, rough = 0.10
ionization cross section, rough = 2.0e-16 cm2
ionizations per secondary electron = 0.483
breakdown measure (1 = breakdown) = 0.062
verified
```
